# The low-energy limit of the Ziegler-Biersack-Littmark nuclear-stopping fit

## Problem

An ion moving through a solid loses energy by elastic collisions with the atoms. For reduced energies $\varepsilon\le 30$, the Ziegler-Biersack-Littmark (ZBL) fit gives the reduced nuclear stopping as

$$
s(\varepsilon)=\frac{\ln(1+c\,\varepsilon)}{2D(\varepsilon)},\qquad D=\varepsilon+B\varepsilon^{q}+C\varepsilon^{1/2},
$$

with $c=1.1383$, $B=0.01321$, $q=0.21226$ and $C=0.19593$. Both $\varepsilon$ and $s$ are dimensionless, and $\ln$ is the natural logarithm.

(a) Which power of $\varepsilon$ does $s$ approach as $\varepsilon\to0$, and with what prefactor?

(b) Where does this limit take over from square-root behaviour, and how good is a square-root law above that point?

(c) Convert the answer to electronvolts for iridium ions in solid iridium. Does the limiting power describe real slow ions?

## A tempting solution

At small $\varepsilon$ the numerator is $\ln(1+c\varepsilon)\approx c\varepsilon$. In the denominator, $B$ is about fifteen times smaller than $C$, so the term $B\varepsilon^q$ looks like a minor correction and is dropped. Of the two terms left, $C\varepsilon^{1/2}$ exceeds $\varepsilon$ when $\varepsilon<C^2=0.038$. Hence, below this energy,

$$
s\approx\frac{c\,\varepsilon}{2C\varepsilon^{1/2}}=\frac{c}{2C}\,\varepsilon^{1/2}=2.905\,\varepsilon^{1/2},
$$

and the square root appears to hold all the way down to zero energy.

## Where it fails

A number exposes the fault. At $\varepsilon=10^{-12}$ this law gives $2.9\times10^{-6}$, while the full fit gives $1.51\times10^{-8}$, about 190 times less.

The error is to compare coefficients instead of terms. The ratio of the dropped term to the retained one is

$$
\frac{B\varepsilon^{q}}{C\varepsilon^{1/2}}=\frac{B}{C}\,\varepsilon^{-h},\qquad h=\tfrac12-q=0.28774 .
$$

Since $h>0$, this ratio grows without bound as $\varepsilon\to0$, however small $B/C$ may be. A small coefficient delays the takeover by the smaller power but cannot prevent it.

## The limit

The smallest power in $D$ must be factored out. Since $q<\tfrac12<1$, it is $\varepsilon^q$:

$$
D=B\varepsilon^{q}\left[1+\frac{C}{B}\,\varepsilon^{h}+\frac1B\,\varepsilon^{1-q}\right].
$$

Both added terms in the bracket vanish as $\varepsilon\to0$. With $\ln(1+c\varepsilon)=c\varepsilon\,[1+O(\varepsilon)]$,

$$
s\;\to\;\frac{c\,\varepsilon}{2B\varepsilon^{q}}=\frac{c}{2B}\,\varepsilon^{1-q}=43.085\;\varepsilon^{0.78774}.
$$

This answers (a): the exponent is $0.788$. It is one minus the smallest power in the denominator, the one coming from the numerator.

The bracket also shows how slowly the limit is reached. The leading relative correction is $-(C/B)\varepsilon^h$, and a power as low as $0.288$ dies out slowly.

## The crossover

The limiting term and the square-root term in $D$ are equal when

$$
B\varepsilon^q=C\varepsilon^{1/2}\;\Rightarrow\;\varepsilon^{h}=\frac BC\;\Rightarrow\;\varepsilon_\times=\left(\frac BC\right)^{1/h}.
$$

Numerically, $B/C=0.06742$ and $1/h=3.4754$, so $\varepsilon_\times=8.5\times10^{-5}$. Below $\varepsilon_\times$ the limiting term is the larger of the two. This is a crossover between terms, not a sharp change in $s$. To see what $s$ does there, we need its local exponent.

### The local exponent

Define $n=d\ln s/d\ln\varepsilon$, which is constant for a pure power law. From $\ln s=\ln\ln(1+c\varepsilon)-\ln2-\ln D$ and $d/d\ln\varepsilon=\varepsilon\,d/d\varepsilon$,

$$
n=L-\bar p,\qquad L=\frac{z}{(1+z)\ln(1+z)},\quad z=c\,\varepsilon,
$$

where

$$
\bar p=\frac{\varepsilon D'}{D}=\sum_i w_ip_i .
$$

Here $p_i$ runs over the powers $1,\,q,\,\tfrac12$, and $w_i$ is the share of the corresponding term in $D$, so that $\sum_iw_i=1$. Thus $\bar p$ is a weighted mean of the three powers.

First keep just the two lower powers and set $L=1$, which is justified when $\varepsilon$ is small compared with the other terms of $D$. With $r=(C/B)\varepsilon^h=(\varepsilon/\varepsilon_\times)^h$, the shares are $1/(1+r)$ for $q$ and $r/(1+r)$ for $\tfrac12$. Then

$$
n=1-\frac{q+r/2}{1+r}
=1-\frac{q(1+r)+(\tfrac12-q)r}{1+r}
=1-q-h\,\frac{r}{1+r}.
$$

At $\varepsilon_\times$, $r=1$ and $n=1-q-h/2=0.644$, midway between $0.788$ and $0.5$. So the equality of the two terms is also the midpoint of the change in slope, within this two-term form.

The full fit has $n=0.629$ at $\varepsilon_\times$. The difference comes from the linear term, which supplies about 2% of $D$ there and carries the highest power, $1$. The full fit reaches the midpoint exponent at $\varepsilon=5.0\times10^{-5}$. The takeover is therefore best quoted as "near $10^{-4}$", with $8.5\times10^{-5}$ as the value fixed by equal terms.

### How far below the crossover the limit lies

Let the exponent be within $\delta$ of its limit. Setting $hr/(1+r)=\delta$ gives $hr=\delta+\delta r$, so $r=\delta/(h-\delta)$ and

$$
\varepsilon_\delta=\varepsilon_\times\left(\frac{\delta}{h-\delta}\right)^{1/h}.
$$

For $\delta=0.05$ this gives $3.8\times10^{-7}$, and for $\delta=0.01$ it gives $8.2\times10^{-10}$. Solving for the slope of the full fit numerically gives $3.6\times10^{-7}$ and $8.2\times10^{-10}$. Coming within $0.01$ of the limiting exponent thus requires energies about five orders of magnitude below the crossover.

## How good is the square root above the crossover?

The square-root term is the largest in $D$ between $\varepsilon_\times$ and $C^2=0.038$. Being the largest is not the same as being dominant. Its share $w_{1/2}$ obeys

$$
\frac1{w_{1/2}}=1+\frac{\varepsilon^{1/2}}{C}+\frac BC\,\varepsilon^{-h}.
$$

The share is greatest where the right side is least. Setting its derivative with respect to $\ln\varepsilon$ to zero gives

$$
\frac{\varepsilon^{1/2}}{2C}-\frac{hB}{C}\,\varepsilon^{-h}=0 .
$$

Multiplying by $C\varepsilon^{1/2}$, and using $\tfrac12-h=q$,

$$
\frac{\varepsilon}{2}=hB\,\varepsilon^{q}\;\Rightarrow\;\varepsilon_p=(2hB)^{1/(1-q)}=2.04\times10^{-3}.
$$

The derivative increases with $\varepsilon$, so this is the only extremum, and it is a minimum of $1/w_{1/2}$. The share there is $0.613$: even at its best, the square-root term makes up little more than three fifths of the denominator.

The exponent at $\varepsilon_p$ is nevertheless almost one half. Writing $w_{1/2}=1-w_1-w_q$,

$$
\bar p=w_1+q\,w_q+\tfrac12(1-w_1-w_q)=\tfrac12+\tfrac12w_1-h\,w_q .
$$

The condition $\varepsilon/2=hB\varepsilon^q$, divided by $D$, reads $\tfrac12w_1=hw_q$. Therefore $\bar p=\tfrac12$ and $n=L-\tfrac12=0.499$. The linear term pulls the exponent down and the limiting term pulls it up, and at $\varepsilon_p$ the two pulls cancel.

### There is no plateau

A slope of one half at a point does not make a square-root law. From $\ln w_i=\ln(\text{term}_i)-\ln D$,

$$
\frac{dw_i}{d\ln\varepsilon}=w_i(p_i-\bar p),
$$

and hence

$$
\frac{d\bar p}{d\ln\varepsilon}=\sum_iw_ip_i(p_i-\bar p)=\sum_iw_ip_i^2-\bar p^{\,2}=\mathrm{Var}(p)>0 .
$$

For the numerator, $\ln L=\ln z-\ln(1+z)-\ln\ln(1+z)$ gives

$$
\frac{dL}{d\ln\varepsilon}=L\left[1-\frac{z}{1+z}-L\right]=L\left[\frac1{1+z}-L\right]<0 ,
$$

because $L>1/(1+z)$ is equivalent to $z>\ln(1+z)$, which holds for all $z>0$. Both contributions make $n=L-\bar p$ fall as $\varepsilon$ rises. The exponent therefore takes each value once and never settles at $\tfrac12$.

At $\varepsilon_p$ it changes by $-0.13$ per decade of energy. It lies between $0.55$ and $0.45$ from $\varepsilon=7.4\times10^{-4}$ to $4.5\times10^{-3}$, a factor of six in energy.

The magnitude tells the same story. Dividing the fit by the tempting law gives

$$
\frac{s}{(c/2C)\,\varepsilon^{1/2}}=\frac{\ln(1+z)}{z}\,w_{1/2}\le w_{1/2}\le0.613 .
$$

The tempting law is therefore too large by a factor of at least $1/0.613=1.63$ throughout the range of the fit. A square root with a smaller, adjusted prefactor does much better in magnitude, because the slope drifts slowly. It follows the fit within ±1.3% over the factor of six just found, within ±5% from $2.6\times10^{-4}$ to $1.2\times10^{-2}$, and within about ±15% over the whole interval from $\varepsilon_\times$ to $C^2$. This completes (b).

## Is the exponent a property of the collisions?

The fit represents an integral over classical two-body collisions. Let $a$ be the screening length, $b$ the impact parameter divided by $a$, and $\theta$ the deflection angle in the centre-of-mass frame. An ion of mass $M_1$ and energy $E$ gives an atom of mass $M_2$ at rest the energy

$$
T=\gamma E\sin^2(\theta/2),\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.
$$

The stopping cross-section is the integral of $T$ over the area $\pi a^2\,d(b^2)$:

$$
S=\pi a^2\gamma E\int_0^\infty\sin^2\frac\theta2\,d(b^2)=\frac{\pi a^2\gamma E}{\varepsilon}\,s,
\qquad s=\varepsilon\int_0^\infty\sin^2\frac\theta2\,d(b^2).
$$

The ZBL potential is the Coulomb repulsion of the nuclei times a screening function of $x=(\text{distance})/a$:

$$
\begin{aligned}
\Phi(x)={}&0.18175\,e^{-3.1998x}+0.50986\,e^{-0.94229x}\\
&+0.28022\,e^{-0.4029x}+0.02817\,e^{-0.20162x}.
\end{aligned}
$$

In a head-on collision the ion turns back at $x=R$, where the potential energy equals the centre-of-mass energy: $\Phi(R)/R=\varepsilon$. At very low energy $R$ is large and the slowest exponential, with decay constant $d=0.20162$, prevails. The potential then changes by a factor $e$ over a distance of about $1/(d+1/R)$, which is a fraction $1/(1+dR)$ of $R$. This fraction tends to zero, so the atom acts as a hard sphere of radius $R$. For a hard sphere $b=R\cos(\theta/2)$, so $\sin^2(\theta/2)=1-b^2/R^2$ and

$$
s\approx\varepsilon\int_0^{R^2}\left(1-\frac{y}{R^2}\right)dy=\frac{\varepsilon R^2}{2}.
$$

The radius follows from $\ln0.02817-dR-\ln R=\ln\varepsilon$. Differentiating, $-(d+1/R)\,dR=d\ln\varepsilon$, so $d\ln R/d\ln\varepsilon=-1/(1+dR)$ and

$$
n\approx1-\frac{2}{1+dR}\;\to\;1 .
$$

The potential behind the fit thus has the limiting exponent $1$, approached logarithmically, and not $0.788$. Direct integration of the scattering problem supports this: the exponent is $0.904$ at $\varepsilon=10^{-12}$ and $0.948$ at $10^{-20}$, where $s$ is within about 1% of the hard-sphere value.

The same integration shows where the fit can be trusted as a representation of this potential:

| $\varepsilon$ | fit / scattering |
|---|---|
| $10^{-2}$ | 0.999 |
| $8.5\times10^{-5}$ | 1.001 |
| $8.2\times10^{-10}$ | 1.59 |
| $10^{-12}$ | 3.15 |

The ratio stays close to one down to about $10^{-5}$ and then drifts, to 1.04 at $10^{-6}$ and 1.15 at $10^{-7}$. At the crossover the agreement is close, in slope as well: $0.629$ for the fit and $0.626$ for scattering. The steepening of $s$ near $10^{-4}$ is therefore shared by the potential. The final value $0.788$ is a property of the fitted formula alone.

## Iridium ions in iridium

The reduced energy is the centre-of-mass energy in units of the bare Coulomb energy at distance $a$. In Gaussian form,

$$
\varepsilon=\frac{a\,M_2E}{Z_1Z_2e^2(M_1+M_2)},\qquad a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},
$$

with $a_0$ the Bohr radius. For $Z_1=Z_2=77$, $a=0.00863$ nm. With $e^2=1.440$ eV nm and equal masses,

$$
\frac{\varepsilon}{E}=\frac{0.00863}{2\times77^2\times1.440}\ \text{eV}^{-1}=5.05\times10^{-7}\ \text{eV}^{-1}.
$$

The crossover lies at $E_\times=8.505\times10^{-5}/(5.052\times10^{-7}\ \text{eV}^{-1})=168$ eV. The largest square-root share falls at 4.0 keV, and the square-root term stops being the largest at 76 keV.

Inserting $\varepsilon$ and $\gamma$ into $S$ gives

$$
S=4\pi aZ_1Z_2e^2\,\frac{M_1}{M_1+M_2}\,s=(462.7\ \text{eV nm}^2)\,s .
$$

An assumed lattice parameter of 0.384 nm, used here as a model input, with four atoms per cubic cell, gives $4/0.384^3=70.6$ atoms per nm³. At the crossover $s=0.01309$, so the stopping power is $70.64\times462.7\times0.01309=428$ eV/nm. At 4.0 keV it is 2630 eV/nm.

### What the model leaves out

**Discrete collisions.** Neighbouring atoms are $0.384/\sqrt2=0.272$ nm apart. At 168 eV the stopping power times this distance is $428\times0.272=116$ eV, or 69% of the ion's energy. Stopping cannot be constant over such a step. If instead it falls as $E^n$ with $n$ held at $0.629$, integrating $dE/dx\propto-E^n$ leaves a fraction

$$
\left[1-(1-n)\times0.690\right]^{1/(1-n)}=0.744^{2.70}\approx0.45
$$

of the energy, so the loss is about 55%. Even this treats the slowing as continuous, whereas the loss in a single collision depends on its impact parameter. At 4.0 keV the loss over one spacing is 18%, and at 76 keV it is 3%.

**Isolated pairs.** At 168 eV a head-on ion in the ZBL potential turns back 0.142 nm from the atom, while half the neighbour spacing is 0.136 nm. An ion at that distance from one atom can be just as close to another, so the binary-collision picture is failing at the crossover itself. About 17% of the stopping integral at 168 eV comes from impact parameters larger than half the spacing. At 4.0 keV the distance is 0.070 nm.

**The potential itself.** The universal potential is an average over many atom pairs and contains no chemical bonding. At 0.142 nm it gives 84 eV. A rough density-functional (PBE) estimate for a free Ir–Ir pair, with small basis sets and core potentials, gives 35 to 43 eV depending on the basis, which would move the turning point to about 0.13 nm. The distance and the stopping power quoted at 168 eV are therefore values for the ZBL potential, not established properties of iridium.

**Electrons.** For ion speed $v$ and Bohr speed $v_0$, the Lindhard-Scharff estimate of electronic stopping is

$$
S_e=8\pi e^2a_0\,\frac{Z_1^{1/6}Z_1Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v}{v_0}.
$$

It amounts to 11%, 8% and 11% of the nuclear part at 168 eV, 4.0 keV and 76 keV.

**Binding and heat.** The cohesive energy, roughly 7 eV per atom, is 4% of the crossover energy. The exponent of the fit comes within $0.05$ of $0.788$ below 0.72 eV, well under the cohesive energy. It comes within $0.01$ below 1.6 meV, where the thermal energy at 300 K, $k_BT=26$ meV, is sixteen times larger and the assumption of atoms at rest has lost its meaning.

### Beside real processes

In ionized sputter deposition, metal ions reach a growing film with roughly tens to hundreds of electronvolts, which includes the crossover found here. Implantation at a few keV to tens of keV lies in the range, 168 eV to 76 keV for iridium, where the square-root term is the largest in $D$. For self-ions, $E_\times\propto Z^2/a\propto Z^{2.23}$, so lighter elements have a lower crossover energy. Near the crossover, isolated pairs, continuous slowing and the universal potential itself are all doubtful assumptions. Letting the stopping fall with energy lowers the estimated loss per spacing at 168 eV from 69% to about 55%, but that estimate still assumes continuous slowing. For keV implantation, electronic stopping adds about a tenth. Channelling along open crystal directions is also left out, and its effect is not estimated here.

The answer to (c) is therefore no. The crossover, at 168 eV, lies at the edge of the model's validity. The exponent of the fit comes within $0.01$ of its limit only below 1.6 meV, where the fit exceeds the scattering result by 59% or more and the picture of free two-body collisions with atoms at rest no longer applies. The numerical output lists the main values used.

## Calculated quantities

```
limiting exponent 1-q = 0.78774
limiting prefactor c/(2B) = 43.085
h = 1/2-q = 0.28774, 1/h = 3.4754
crossover eps_cross = 8.505e-05
midpoint exponent = 0.6439
full-fit exponent at crossover = 0.6290
full fit has midpoint exponent at eps = 5.039e-05
within 0.05 of limit: eps, full fit = 3.648e-07
within 0.05 of limit: eps, formula = 3.770e-07
within 0.01 of limit: eps, full fit = 8.164e-10
within 0.01 of limit: eps, formula = 8.175e-10
largest root share at eps_p = 2.041e-03
largest root share of D = 0.6130
exponent at eps_p = 0.4988
exponent change per decade at eps_p = -0.1309
s / pure root law at eps_p = 0.6123
upper end of root region C^2 = 3.8389e-02
exponent 0.55 at eps = 7.449e-04, 0.45 at eps = 4.480e-03
eps, s from fit, s from scattering, ratio fit/scattering:
  1.000e+00  3.1428e-01  3.1183e-01  1.008
  1.000e-01  3.1696e-01  3.1735e-01  0.999
  1.000e-02  1.6374e-01  1.6390e-01  0.999
  8.505e-05  1.3086e-02  1.3068e-02  1.001
  8.164e-10  2.8833e-06  1.8123e-06  1.591
  1.000e-12  1.5107e-08  4.7892e-09  3.154
scattering exponent at eps 8.50e-05 = 0.6263
scattering exponent at eps 1.00e-12 = 0.9038
scattering exponent at eps 1.00e-20 = 0.9481
scattering s / hard-sphere s at 1e-20 = 1.0115
Ir: Z = 77, mass = 192.22 u, lattice = 0.384 nm (rough)
Ir screening length = 0.00863 nm
Ir eps per eV = 5.0519e-07
Ir stopping unit = 462.73 eV nm^2
Ir atom density = 70.64 nm^-3, spacing = 0.2715 nm
crossover: E = 168.3 eV, stopping = 427.8 eV/nm
  loss over one spacing / E = 0.690
  electronic/nuclear = 0.106
  head-on distance = 0.1418 nm
root peak: E = 4041 eV, stopping = 2627 eV/nm
  loss over one spacing / E = 0.177
  electronic/nuclear = 0.084
  head-on distance = 0.0698 nm
root upper end: E = 7.599e+04 eV, stopping = 8383 eV/nm
  loss over one spacing / E = 0.030
  electronic/nuclear = 0.114
  head-on distance = 0.0271 nm
half neighbour spacing = 0.1358 nm
cohesive energy (rough) = 7 eV, share of crossover E = 0.042
E within 0.05 of limit = 7.220e-01 eV
E within 0.01 of limit = 1.616e-03 eV
thermal energy kT at 300 K = 0.0259 eV
```
